Suppose 50 000 samples of one pixel are fitted for mean exposure, gain and read noise. The fit starts at a gain of 7 DN per electron, climbs the likelihood, and stops at 8.17 when a step gains less than 0.001 in log-likelihood. Started at 13, the same fit on the same data stops at 11.06. Both answers reproduce the mean and variance of the histogram closely, and neither run reports a fault. The true gain was 10. To use such a fit safely one must know when the histogram can determine three parameters, and when the iteration has merely become slow.

## The model

Let $k$ be the number of electrons in a sample, Poisson distributed with mean $H$ (e-). The signal before rounding is

$$Y=Gk+sn,\qquad s=G\sigma ,$$

where $G$ is the gain in DN/e-, $n$ is a standard normal variable independent of $k$, and $\sigma$ is the read noise in electrons. The recorded code $j$ is $Y$ rounded to the nearest integer. The offset is known and subtracted, no code is clipped, and $H$, $G$ and $\sigma$ are the same for all $N$ samples. Dark electrons count in $H$.

## Two codes by hand

Take trial values $H=2$ e-, $G=10$ DN/e-, $\sigma=0.25$ e-, so $s=2.5$ DN, and just two codes, 0 and 14.

Code 14 lies 4 DN above the one-electron peak and 6 DN below the two-electron peak. The Poisson weights of $k=1$ and $k=2$ are both $2e^{-2}$, so the odds come from the Gaussians alone:

$$\frac{P(1|14)}{P(2|14)}\approx\exp\frac{6^2-4^2}{2(2.5)^2}=e^{1.6}\approx4.95 .$$

This gives $P(1|14)\approx0.832$. Integrating each Gaussian over the full 1 DN bin gives 0.8291 and 0.1709. For code 0, the odds of $k=1$ against $k=0$ are $2e^{-8}\approx7\times10^{-4}$, so we assign it to $k=0$.

The code 14 is thus shared between two electron numbers. Its expected $k$ is $0.8291+2(0.1709)=1.171$, and its expected $k^2$ is $0.8291+4(0.1709)=1.513$. Now treat these shares as data, ignoring rounding inside the bin. The exposure is the average electron number:

$$H_{\rm new}=\frac{0+1.171}{2}=0.585\ \text{e-}.$$

The gain is the least-squares slope of signal against electron number, and the noise variance is the mean squared residual:

$$G_{\rm new}=\frac{14(1.171)}{1.513}=10.84\ \text{DN/e-},$$

$$s_{\rm new}^2=\frac{14^2-10.84\,(14)(1.171)}{2}\approx9.2\ \text{DN}^2 .$$

That is one complete step of expectation maximisation (EM): share each code among electron numbers, then refit. Two codes cannot give useful estimates, but the arithmetic is that of a full histogram.

## The general step

Let $w_k=e^{-H}H^k/k!$. For code $j$ and electron number $k$, put the bin edges in units of the noise:

$$\alpha=\frac{j-\frac12-Gk}{s},\qquad \beta=\frac{j+\frac12-Gk}{s}.$$

With $\varphi$ the standard normal density and $\Phi$ its integral, the probability of the bin given $k$ is $p_{jk}=\Phi(\beta)-\Phi(\alpha)$. The probability of the code is $P_j=\sum_kw_kp_{jk}$, and the posterior is $w_kp_{jk}/P_j$.

Rounding hides $Y$ as well as $k$, so moments of $n$ inside the bin are needed. Since $\varphi'=-n\varphi$,

$$\int_\alpha^\beta n\varphi\,dn=\varphi(\alpha)-\varphi(\beta)\equiv D_1 .$$

Integration by parts gives

$$\int_\alpha^\beta n^2\varphi\,dn=\big[-n\varphi\big]_\alpha^\beta+\int_\alpha^\beta\varphi\,dn=p_{jk}+D_2,$$

with $D_2=\alpha\varphi(\alpha)-\beta\varphi(\beta)$. Let $h_j$ be the count in bin $j$ and $R_j=h_j/(NP_j)$. Averages over data and posterior are then

$$\langle k^a\rangle=\sum_{jk}R_jw_kk^ap_{jk},\quad a=1,2,$$

$$\langle Yk\rangle=\sum_{jk}R_jw_kk\,(Gkp_{jk}+sD_1),$$

$$\langle Y^2\rangle=\sum_{jk}R_jw_k\big[G^2k^2p_{jk}+2GksD_1+s^2(p_{jk}+D_2)\big].$$

No formula divides by $p_{jk}$, which can be extremely small.

If $k$ and $Y$ were known, the log-likelihood per sample, apart from constants, would be $k\ln H-H-\ln s-(Y-Gk)^2/(2s^2)$. Call its average, with the posterior held at the old parameters $\theta'$, $Q(\theta|\theta')$. Setting its derivatives to zero gives

$$\frac{\langle k\rangle}{H}-1=0,\qquad \frac{\langle Yk\rangle-G\langle k^2\rangle}{s^2}=0,$$

$$-\frac1s+\frac{\langle(Y-Gk)^2\rangle}{s^3}=0 .$$

Hence $H=\langle k\rangle$ and $G=\langle Yk\rangle/\langle k^2\rangle$. Expanding the square and using $G^2\langle k^2\rangle=G\langle Yk\rangle$,

$$s^2=\langle Y^2\rangle-2G\langle Yk\rangle+G^2\langle k^2\rangle=\langle Y^2\rangle-G\langle Yk\rangle .$$

Why does the true likelihood rise? Let $f(k,Y|\theta)$ be the joint density. For an observed code,

$$\ln\frac{P_j(\theta)}{P_j(\theta')}=\ln E\!\left[\frac{f(k,Y|\theta)}{f(k,Y|\theta')}\Big|j,\theta'\right]\ge E\!\left[\ln\frac{f(k,Y|\theta)}{f(k,Y|\theta')}\Big|j,\theta'\right],$$

because the logarithm is concave. Averaged over the data, the right side is $Q(\theta|\theta')-Q(\theta'|\theta')$, which the refit makes non-negative. This guarantees ascent, but not arrival at the highest maximum.

## A start, and a case with separate peaks

The cumulants supply a start. The cumulant generating function of $Y$ is

$$\ln E[e^{tY}]=H(e^{Gt}-1)+\tfrac12s^2t^2 ,$$

so the mean is $m=GH$, the variance is $V=G^2H+s^2$, and the third cumulant is $\kappa_3=G^3H$. Therefore $G=\sqrt{\kappa_3/m}$, $H=m/G$ and $s^2=V-Gm$. For any finite $\sigma$ and $H>0$ the three cumulants fix the three parameters of the unrounded model. What can fail is the precision with which finite data fix them.

Rounding adds about $1/12$ DN² to the measured variance when the density is smooth across a bin, and this is removed. A noisy $\kappa_3$ can make $s^2$ negative, so $G$ is capped at $0.98V/m$, which leaves 2 % of the variance to the noise. At large noise the measured $\kappa_3$ can even be negative. The square root then gives no start, but any trial gain between 0 and $V/m$ does, with $H=m/G$ and $s^2=V-Gm$ as before.

For 50 000 simulated samples with $H=2$ e-, $G=10$ DN/e- and $\sigma=0.25$ e-, the cumulants are $m=20.036$ DN, $V=207.02$ DN² and $\kappa_3=2074.6$ DN³. They give $G=\sqrt{2074.6/20.036}=10.18$. The cap is $0.98(207.02)/20.036=10.13$, so here the cap acts. One EM step moves the gain to 10.055, and after 21 steps the result is

$$H=2.003\ \text{e-},\quad G=10.001\ \text{DN/e-},\quad\sigma=0.252\ \text{e-}.$$

The predicted standard errors are 0.32 %, 0.07 % and 0.39 %. A second start at half the gain reaches the same solution after 213 steps. That is a useful check on this data set, not a proof that false maxima are absent.

## What the histogram can tell

Precision is measured by the Fisher information per sample, here in the parameters $\theta=(\ln H,\ln G,\ln s)$:

$$I_{ab}=\sum_j\frac{1}{P_j}\frac{\partial P_j}{\partial\theta_a}\frac{\partial P_j}{\partial\theta_b}.$$

For large $N$ the covariance of the fitted parameters is $(NI)^{-1}$.

First suppose that $k$ and $Y$ are known. The derivatives of the log-likelihood are $k-H$, $kn/\sigma$ and $n^2-1$. Their variances are $H$, $E[k^2]/\sigma^2=H(1+H)/\sigma^2$ and 2. Their covariances vanish, since $k$ and $n$ are independent and $E[n]=E[n^3]=E[n^2-1]=0$. The complete-data information is thus

$$I_c=\mathrm{diag}\left(H,\ \frac{H(1+H)}{\sigma^2},\ 2\right).$$

When peaks are resolved and rounding is fine, little is hidden, and

$$\mathrm{sd}(\ln G)\approx\frac{\sigma}{\sqrt{NH(1+H)}} .$$

At $\sigma=0.15$ e- this gives 0.0274 %, against 0.0284 % from the full matrix. At 0.25 e- it gives $0.25/\sqrt{300\,000}=0.046$ %, but the full value is 0.067 %: uncertain electron numbers already cost precision.

How fast do the peaks vanish? They are a ripple of period $G$ in the density, measured by

$$\left|E[e^{2\pi iY/G}]\right|=e^{-(2\pi\sigma)^2/2}=e^{-2\pi^2\sigma^2},$$

since $e^{2\pi ik}=1$ for every integer $k$. The ripple is 0.29 at $\sigma=0.25$ e-, 0.007 at 0.5 e-, and about $3\times10^{-9}$ at 1 e-. Beyond that, at moderate exposure, the gain must be read from the smooth shape.

## The weak direction at large noise

Hold $m$ and $V$ fixed and vary $G$, with $H=m/G$ and $s^2=V-Gm$. The first feature that changes is the skewness. With $v=V/G^2=H+\sigma^2$,

$$\gamma=\frac{\kappa_3}{V^{3/2}}=\frac{G^2m}{V^{3/2}}=\frac{H}{v^{3/2}},\qquad \frac{d\gamma}{d\ln G}=2\gamma .$$

Let $z=(Y-m)/\sqrt V$. Its generating function is $E[e^{tz}]\approx e^{t^2/2}(1+\gamma t^3/6)$. The factor $t^3e^{t^2/2}$ is the transform of $-\varphi'''=\mathrm{He}_3\varphi$, by three integrations by parts, where $\mathrm{He}_3=z^3-3z$. So

$$f(z)\approx\varphi(z)\left[1+\frac{\gamma}{6}\mathrm{He}_3(z)\right].$$

The next terms have coefficients of order $H/v^2$ and $\gamma^2=H^2/v^3$. Both are at most $1/v$, because $H\le v$. The expansion needs large $\sigma$, not just large $v$: a bright pixel with small $\sigma$ has large $v$ and visible peaks. Rounding must also be fine compared with $s$.

The derivative of $\ln f$ with respect to $\ln G$ is $\gamma\,\mathrm{He}_3/3$ at leading order. For a normal variable,

$$E[\mathrm{He}_3^2]=E[z^6-6z^4+9z^2]=15-18+9=6,$$

so the information is $6\gamma^2/9=2H^2/(3v^3)$. Changes of $m$ and $V$ produce derivatives proportional to $z$ and $z^2-1$. Both are orthogonal to $\mathrm{He}_3$, because $E[z^4-3z^2]=0$ and the other product is odd. Having to fit $m$ and $V$ therefore costs nothing at this order, and

$$\boxed{\mathrm{sd}(\ln G)\approx\sqrt{\frac{3}{2N}}\;\frac{(H+\sigma^2)^{3/2}}{H}}$$

For $H=2$ e-, $\sigma=3$ e- and $N=50\,000$, $v=11$, and the law gives $0.00548\times36.5/2=10.0$ %. The full matrix gives 10.1 %. At 1 e- the two values are 1.42 % and 1.51 %. In 200 repeated simulated fits at 1 e- the gain scattered by 1.59 %, consistent with 1.51 % given the 5 % sampling error of such a scatter. At 0.25 e- the law gives 0.81 %, twelve times too much, because it ignores the peaks.

The other errors follow from the same direction. At fixed $m$, $d\ln H=-d\ln G$. At fixed $V$, $d(s^2)=-Gm\,d\ln G=-G^2H\,d\ln G$, hence

$$d\ln s=-\frac{H}{2\sigma^2}d\ln G,\qquad d\ln\sigma=-\left(1+\frac{H}{2\sigma^2}\right)d\ln G .$$

At $\sigma=3$ e- the factor is 1.11, so a 10.1 % gain error brings an 11.2 % error in $\sigma$. The product $GH$ is still known to $\sqrt{V/N}/m=0.7$ %. The data fix the signal and noise in DN well, but their conversion to electrons poorly.

A direct comparison shows the same. Lower $G$ from 10 to 9 at fixed mean and variance. For $\sigma=3$ e- the rival has $H=2.22$ e- and $\sigma=3.37$ e-. Write the two densities as $\varphi(1+a)$ and $\varphi(1+b)$, with $a$ and $b$ small and of zero mean under $\varphi$. To second order the expected log-likelihood difference per sample is

$$\int\varphi(1+a)\ln\frac{1+a}{1+b}\,dz\approx\int\varphi\left[a-b+\tfrac12(a-b)^2\right]dz=\frac{(\gamma_1-\gamma_2)^2}{12},$$

using $a-b=(\gamma_1-\gamma_2)\mathrm{He}_3/6$. This gives $9.0\times10^{-6}$; direct summation over bins gives $8.9\times10^{-6}$. A mean log-likelihood gap of 5 then takes about 560 000 samples. For the corresponding rival at $\sigma=0.25$ e- it takes 49.

## Why EM stops early

Near the maximum $\theta^*$, let $\delta'$ and $\delta$ be the errors before and after a step. By the ascent inequality, the log-likelihood per sample minus $Q(\theta|\theta')$ is smallest at $\theta=\theta'$, so their gradients agree there. For large $N$ that gradient is $-I\delta'$, while the curvature of $Q$ is $-I_c$. The refit sets the gradient of $Q$ to zero:

$$-I\delta'-I_c(\delta-\delta')=0\quad\Rightarrow\quad\delta=(1-I_c^{-1}I)\,\delta'.$$

The slowest error is multiplied by $1-\lambda$ in each step, with $\lambda$ the smallest eigenvalue of $I_c^{-1}I$. At $\sigma=1$ e- an EM run on the expected histogram gave $\lambda=0.009914$, and the eigenvalue is 0.009913.

At large noise the weak direction is $u=(-1,\,1,\,-H/2\sigma^2)$. The other two combinations are far better determined, so $I^{-1}\approx uu^T/(u^TIu)$. The largest eigenvalue of $I^{-1}I_c$, which is $1/\lambda$, is then $u^TI_cu/(u^TIu)$:

$$\lambda\approx\frac{2H^2/(3v^3)}{H+H(1+H)/\sigma^2+H^2/(2\sigma^4)} .$$

At $\sigma=3$ e- this is $0.00200/2.69=7.4\times10^{-4}$; the full value is $7.2\times10^{-4}$. Reducing the error by a factor $e$ takes about 1400 steps. At 0.25 e- the full $\lambda$ is 0.45.

This accounts for the two runs at the beginning, whose data were simulated with $H=2$ e- and $\sigma=3$ e-. Both stopped far from the maximum, so the step must be followed there. Once the fast errors have died out, the run moves along the line of fixed $m$ and $V$. On it the total log-likelihood deficit is $D\approx N(\gamma-\hat\gamma)^2/12$, with $\hat\gamma$ the skewness at the maximum. Since $d\gamma/d\ln G=2\gamma$, its slope is $D'=dD/d\ln G=N\gamma(\gamma-\hat\gamma)/3$. Along $u$ the curvature of $NQ$ is $-Nc$, with $c=u^TI_cu$, so a step changes $\ln G$ by $-D'/(Nc)$ and, for small $\lambda$, recovers about

$$\frac{D'^2}{Nc}=\frac{N\gamma^2(\gamma-\hat\gamma)^2}{9c}=\frac{4\gamma^2}{3c}D=2\lambda D .$$

Here $\lambda=2\gamma^2/(3c)$ is the formula above, taken at the current point of the run. A rule that stops at a gain of 0.001 leaves $D\approx0.001/(2\lambda)$. Putting the two stopping points into the formula for $\lambda$ gives $2.9\times10^{-4}$ and $1.2\times10^{-3}$, hence deficits of about 1.7 and 0.4. The measured ones are 1.695 and 0.437.

Fisher scoring avoids the crawl. It updates $\theta$ by $(NI)^{-1}$ times the gradient of the total log-likelihood, halving the step if the likelihood falls. On the same data it finds $H=1.95$ e-, $G=10.17$ DN/e- and $\sigma=2.94$ e-, a point that an EM step leaves unchanged within the test tolerance. The errors of about 10 % remain: a faster algorithm does not add information.

## Deciding before measuring

For a relative gain error $\varepsilon$, the large-noise law requires

$$N\approx\frac{3(H+\sigma^2)^3}{2H^2\varepsilon^2}.$$

If fewer samples are available, the histogram does not fix the gain to that tolerance, and $H$ and $\sigma$ in electrons are no better known. For $\varepsilon=5$ %, $H=2$ e- and $\sigma=3$ e-, the law gives 200 000 samples and the full matrix 205 000.

The exposure can often be chosen. More light strengthens the skewed Poisson part but also adds shot noise. Setting the derivative of $\ln N$ with respect to $H$ to zero,

$$\frac{3}{H+\sigma^2}-\frac2H=0\quad\Rightarrow\quad H=2\sigma^2 .$$

This is a minimum of the law, since its $N$ diverges for both $H\to0$ and $H\to\infty$. The law ignores the ripple, whose information on the gain grows as $H^2$. At $\sigma=1$ e- that information overtakes the skewness only between $10^4$ and $10^5$ e-. Inserting $v=3\sigma^2$,

$$N_{\min}\approx\frac{3\,(27\sigma^6)}{2\,(4\sigma^4)\,\varepsilon^2}=\frac{81\sigma^2}{8\varepsilon^2}.$$

At $\sigma=3$ e- the law gives $H=18$ e- and 36 450 samples. Direct minimisation gives 19 e- and 36 600, between five and six times fewer than at $H=2$ e-. These sample counts and the best exposure hold for a single histogram with $H$, $G$ and $\sigma$ all unknown. A dark histogram or a second exposure gives $s$ separately. Then $G=(V-s^2)/m$ no longer rests on the skewness, and these rules do not apply. For the single histogram, the rule is meant for read noise of about 1 e- or more. At 1 e- it is already rough: the best exposure is 3.1 e- rather than 2 e-, though using 2 e- costs only about 7 % more samples. At 0.5 e- the remaining ripple still helps to fix the gain, and exposures well above $2\sigma^2$ do better.

At large noise the gain rests on a small skewness, so small departures from the assumptions can shift it. Clipping or a nonlinear response changes that skewness directly. Fluctuating exposure adds $G^2\,\mathrm{var}(H)$ to the variance and, if it is symmetric about its mean, $3G^3\,\mathrm{var}(H)$ to the third cumulant. The extra skewness makes the fitted gain too high and the fitted read noise too low. With a mean of 2 e- and a 10 % rms fluctuation, $\mathrm{var}(H)=0.04$, and the gain $\sqrt{\kappa_3/m}$ rises by the factor $\sqrt{1+3(0.04)/2}$, or 3 %. An offset error matters at small noise too. If 1 DN too little is subtracted at $H=2$ e- and $G=10$ DN/e-, $m$ rises from 20 to 21 DN and $\sqrt{\kappa_3/m}$ falls by 2.4 %. With resolved peaks the least-squares slope instead rises by $\langle k\rangle/\langle k^2\rangle=1/(1+H)=0.33$ DN/e-, or 3.3 %, far more than the standard error of 0.067 % at $\sigma=0.25$ e-. The standard errors are also local: at $\sigma=6$ e- and $H=2$ e- the predicted gain error is 64 %, which signals that the gain is undetermined and should not be read as a Gaussian error bar. The numerical output below gives the passage between the two regimes for seven values of $\sigma$.

## Table of computed values

```
True H=2.0 e-, G=10.0 DN/e-, N=50000 samples
Code 14 DN, sigma=0.25 e-: P(k=0..3)=0.0000 0.8291 0.1709 0.0000
Code 14 DN, sigma=3 e-: P(k=0..3)=0.1355 0.2996 0.2963 0.1748
Low noise: mean=20.036 DN, var=207.02 DN^2, k3=2074.6 DN^3
Low noise start: H=1.9787 e-, G=10.1260 DN/e-, sigma=0.2009 e-
Low noise after 1 EM step: H=1.9922 e-, G=10.0550 DN/e-, sigma=0.2392 e-
Low noise EM result: H=2.0032 e-, G=10.0012 DN/e-, sigma=0.2516 e-
Low noise EM steps: 21
Low noise std errors H,G,sigma (%): 0.321 0.067 0.394
Half-gain start ends at: H=2.0032 e-, G=10.0012 DN/e-, sigma=0.2516 e-
Half-gain: steps=213, lnL deficit=0.000
High noise: mean=19.876 DN, var=1095.53 DN^2, k3=2078.1 DN^3
High noise maximum: H=1.9536 e-, G=10.1743 DN/e-, sigma=2.9376 e-
High noise std errors H,G,sigma (%): 10.17 10.12 11.22
EM from G=7 stops at: H=2.4355 e-, G=8.1680 DN/e-, sigma=3.7381 e-
  steps=1871, lnL deficit=1.695
EM from G=13 stops at: H=1.7953 e-, G=11.0638 DN/e-, sigma=2.6758 e-
  steps=823, lnL deficit=0.437
EM stopping rule: lnL gain per step below 0.001
EM 1-rho, sigma=1 e-: measured=0.009914, eigenvalue=0.009913
Gain scatter, sigma=1 e-, 200 fits: 1.585 %, Fisher 1.506 %
sigma(e-) sdG(%) large-noise law(%) 1-rho law
0.15 0.0284 0.7877 9.210e-01 7.639e-05
Resolved-peak law at sigma=0.15 e-: 0.0274 %
0.25 0.0673 0.8112 4.523e-01 4.983e-04
0.50 0.6882 0.9243 1.558e-02 4.036e-03
1.00 1.5057 1.4230 9.913e-03 9.877e-03
2.00 4.2245 4.0249 3.078e-03 3.406e-03
3.00 10.1233 9.9912 7.211e-04 7.444e-04
6.00 63.9339 64.1514 2.255e-05 2.241e-05
Rival model, sigma=0.25 e-: H=2.2222 e-, G=9.0000 DN/e-, sigma=0.5693 e-
  divergence=1.0300e-01 per sample; N for mean lnL gap 5: 49
Rival model, sigma=3.0 e-: H=2.2222 e-, G=9.0000 DN/e-, sigma=3.3702 e-
  divergence=8.9340e-06 per sample; N for mean lnL gap 5: 559658
Skewness law for the divergence, sigma=3 e-: 9.0408e-06
N for 5 % gain error, H=2, sigma=3 e-: 204964
Best H, sigma=3 e-: 18.98 e- (law 18), N=36599 (law 36450)
Best H, sigma=6 e-: 72.96 e- (law 72), N=145945 (law 145800)
```
